\section*{Splitting a j-dependent core potential into average and spin-orbit parts}

\section{Two potentials and their average}

A model valence electron with $l=1$ feels one of two potentials at a distance of $1$ bohr from the nucleus: $-1.264$ hartree if its total angular momentum is $j=1/2$, and $-0.896$ hartree if it is $j=3/2$. The midpoint of these values is $-1.080$ hartree. The spin-free part of the potential is nevertheless $-1.019$ hartree, which is closer to the $j=3/2$ value. The rest of the potential is a multiple of $\mathbf l\cdot\mathbf s$. Both the position of the average and the size of that multiple follow from the algebra of two angular momenta.

Potentials of this kind arise when an effective core potential is fitted to relativistic atomic states, since each pair $(l,j)$ then has its own radial function. A calculation without spin-orbit coupling needs the spin-free part alone, and a calculation with it needs both parts, with the correct factor between them.

\section{Assumptions and theorem}

Hartree atomic units are used. The operators $\mathbf l$ and $\mathbf s=\boldsymbol\sigma/2$ are dimensionless: $\hbar$ has been divided out, so that $\mathbf l^2$ has eigenvalues $l(l+1)$ and $\mathbf s^2=3/4$. The centre of the potential is the origin. Let $\hat P_l$ project onto orbital angular momentum $l$, leaving both spin states in place, and let $\hat P_{l,\pm}$ project onto the part of that space with $j=l\pm\tfrac12$.

The potentials $V_+$ and $V_-$ belong to $j=l+\tfrac12$ and $j=l-\tfrac12$. They are functions of $r$, and therefore commute with $\mathbf l$, $\mathbf s$ and all the projectors.

\paragraph{Theorem.} For each $l\ge 1$,
\begin{equation}
V_+\hat P_{l,+}+V_-\hat P_{l,-}
= V_{\rm av}\hat P_l
+\frac{2(V_+-V_-)}{2l+1}\,\hat P_l\,\mathbf l\cdot\mathbf s\,\hat P_l ,
\label{eq:theorem}
\end{equation}
with
\begin{equation}
V_{\rm av}=\frac{l\,V_-+(l+1)\,V_+}{2l+1}.
\label{eq:average}
\end{equation}
For $l=0$ the identity also holds, with any finite function inserted for the non-existent $V_-$.

The proof needs the eigenvalues of $\mathbf l\cdot\mathbf s$ and the projectors expressed through them.

\section{Lemmas and proof}

\paragraph{Lemma 1.} In the space selected by $\hat P_l$, the operator $\mathbf l\cdot\mathbf s$ has the value $l/2$ for $j=l+\tfrac12$ and, if $l\ge1$, the value $-(l+1)/2$ for $j=l-\tfrac12$.

\paragraph{Proof.} Let $\mathbf j=\mathbf l+\mathbf s$. Since $\mathbf l$ and $\mathbf s$ act on different variables, they commute, and the two cross terms in the square are equal:
\begin{equation}
\mathbf j^2=\mathbf l^2+\mathbf s^2+2\,\mathbf l\cdot\mathbf s .
\end{equation}
On a state with definite $l$ and $j$ this gives
\begin{equation}
\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right].
\end{equation}
For the two values of $j$,
\begin{align}
\left(l+\tfrac12\right)\left(l+\tfrac32\right)-l(l+1)-\tfrac34
&=l^2+2l+\tfrac34-l^2-l-\tfrac34=l,\\
\left(l-\tfrac12\right)\left(l+\tfrac12\right)-l(l+1)-\tfrac34
&=l^2-\tfrac14-l^2-l-\tfrac34=-(l+1).
\end{align}
Halving these results proves the lemma. The addition of angular momenta $l$ and $\tfrac12$ gives no other $j$: the two sets contain $2l+2$ and $2l$ states, which together make up the $2(2l+1)$ states of the shell.

\paragraph{Lemma 2.} The projectors are
\begin{align}
\hat P_{l,+}&=\hat P_l\,\frac{l+1+2\,\mathbf l\cdot\mathbf s}{2l+1},
\label{eq:pplus}\\
\hat P_{l,-}&=\hat P_l\,\frac{l-2\,\mathbf l\cdot\mathbf s}{2l+1}.
\label{eq:pminus}
\end{align}

\paragraph{Proof.} An operator is fixed by its action on a complete set of states, and the states with $j=l\pm\tfrac12$ form such a set in the shell. On $j=l+\tfrac12$ we have $2\,\mathbf l\cdot\mathbf s=l$, so the two fractions become
\begin{equation}
\frac{l+1+l}{2l+1}=1,\qquad \frac{l-l}{2l+1}=0 .
\end{equation}
On $j=l-\tfrac12$ we have $2\,\mathbf l\cdot\mathbf s=-(l+1)$, and they become
\begin{equation}
\frac{l+1-(l+1)}{2l+1}=0,\qquad \frac{l+(l+1)}{2l+1}=1 .
\end{equation}
Outside the shell $\hat P_l$ gives zero. These are the defining properties of the two projectors. Their sum is $\hat P_l$, because the terms in $\mathbf l\cdot\mathbf s$ cancel.

\paragraph{Proof of the theorem.} Insert \eqref{eq:pplus} and \eqref{eq:pminus} into the left side of \eqref{eq:theorem}. The radial functions commute with the angular operators, so their order is immaterial:
\begin{align}
V_+\hat P_{l,+}+V_-\hat P_{l,-}
&=\hat P_l\,\frac{V_+(l+1+2\,\mathbf l\cdot\mathbf s)
+V_-(l-2\,\mathbf l\cdot\mathbf s)}{2l+1}\\
&=\frac{(l+1)V_++l\,V_-}{2l+1}\,\hat P_l
+\frac{2(V_+-V_-)}{2l+1}\,\hat P_l\,\mathbf l\cdot\mathbf s .
\end{align}
Since $\mathbf l\cdot\mathbf s$ commutes with $\mathbf l^2$, it commutes with $\hat P_l$. With $\hat P_l^2=\hat P_l$ this gives $\hat P_l\,\mathbf l\cdot\mathbf s=\hat P_l\,\mathbf l\cdot\mathbf s\,\hat P_l$, and \eqref{eq:theorem} follows.

For $l=0$ we have $\mathbf l\hat P_0=0$, so the spin-orbit term vanishes. In \eqref{eq:average} the weight of $V_-$ is zero, and the right side is $V_+\hat P_0$. This is also the left side, because both states of the shell have $j=\tfrac12$, so that $\hat P_{0,+}=\hat P_0$ and $\hat P_{0,-}=0$.

\paragraph{Numbers at one radius.} The model potentials for $l=1$ are
\begin{equation}
V_\pm(r)=-\frac{Q}{r}+B_\pm e^{-br^2},
\end{equation}
with $Q=2$, $b=1$ bohr$^{-2}$, $B_-=2$ hartree and $B_+=3$ hartree. At $r=1$ bohr, $V_-=-1.264241$ and $V_+=-0.896362$ hartree. Their difference is $0.367879$ hartree, and
\begin{align}
V_{\rm av}&=\frac{-1.264241+2(-0.896362)}{3}=-1.018988\ \text{hartree},\\
\frac{2(V_+-V_-)}{3}&=\frac{2(0.367879)}{3}=0.245253\ \text{hartree}.
\end{align}
By Lemma 1, $\mathbf l\cdot\mathbf s$ is $-1$ for $j=1/2$ and $1/2$ for $j=3/2$. The shifts from the average are therefore $-0.245253$ and $+0.122626$ hartree, and adding them to $V_{\rm av}$ restores $V_-$ and $V_+$.

\section{Why the average is unique}

\paragraph{Proposition 1.} If the potential of the shell is written as a spin-free operator plus terms linear in the components of $\boldsymbol\sigma$, its spin-free part must be $V_{\rm av}\hat P_l$.

\paragraph{Proof.} Write the operator as $A+\sum_k B_k\sigma_k$, where $A$ and $B_k$ act on position alone. The trace over the two spin states is $2$ for the unit matrix and $0$ for each $\sigma_k$. Half the spin trace of the operator is thus $A$. Applied to the right side of \eqref{eq:theorem}, where $\mathbf l\cdot\mathbf s=\tfrac12\sum_k l_k\sigma_k$, the same operation gives $V_{\rm av}\hat P_l$.

The weights in \eqref{eq:average} are the shares of the $2l$ and $2l+2$ states in the whole shell. The plain mean differs from the spin-free part by
\begin{align}
V_{\rm av}-\frac{V_++V_-}{2}
&=\frac{2(l+1)V_++2l\,V_--(2l+1)(V_++V_-)}{2(2l+1)}\\
&=\frac{V_+-V_-}{2(2l+1)} .
\end{align}
At $r=1$ bohr this is $0.367879/6=0.0613$ hartree, the distance between $-1.019$ and $-1.080$ hartree noted at the start. For a given $V_+-V_-$ the discrepancy falls off as $1/(2l+1)$, since the two multiplets then become nearly equal in size.

\paragraph{Remark on a local part.} A complete core potential can be written as a local function $V_{\rm loc}(r)$ plus a sum over a few $l$ of the differences $V_\pm-V_{\rm loc}$ multiplied by their projectors. The theorem applies to each $l$ separately. Because the weights in \eqref{eq:average} add to one, the average becomes $V_{\rm av}-V_{\rm loc}$. The difference $V_+-V_-$, and with it the spin-orbit term, is unchanged.

\paragraph{Remark on factors.} The function multiplying $\mathbf l\cdot\mathbf s$ is $2(V_+-V_-)/(2l+1)$, while the function multiplying $\mathbf l\cdot\boldsymbol\sigma$ is half of that. If $\mathbf l$ and $\mathbf s$ carry units of $\hbar$, their product must be divided by $\hbar^2$. A tabulated spin-orbit function $W(r)$ can be identified from the separation it produces. By Lemma 1, $W\,\mathbf l\cdot\mathbf s$ separates the two potentials by
\begin{equation}
W\left(\frac l2+\frac{l+1}{2}\right)=\frac{2l+1}{2}\,W .
\end{equation}
This must equal $V_+-V_-$. Using $V_+-V_-$ itself as $W$ would make the separation too large by the factor $(2l+1)/2$, which is $3/2$ for a p shell.

\section{The angular kernel}

Real-space quantum Monte Carlo evaluates a wave function at points in space, so the projectors are needed as integral kernels on the sphere. For a two-component function $\psi$ and unit vectors $\mathbf n,\mathbf n'$, define $K$ by
\begin{equation}
(\hat V_l\psi)(r\mathbf n)=\int d\Omega'\,K(\mathbf n,\mathbf n')\,\psi(r\mathbf n'),
\end{equation}
where $\hat V_l$ is the operator in \eqref{eq:theorem}. Let $P_l(x)$, without a hat, be the Legendre polynomial and $P_l'(x)$ its derivative.

\paragraph{Proposition 2.} With $x=\mathbf n\cdot\mathbf n'$,
\begin{equation}
K=\frac{2l+1}{4\pi}V_{\rm av}P_l(x)
-\frac{i(V_+-V_-)}{4\pi}P_l'(x)\,
\boldsymbol\sigma\cdot(\mathbf n\times\mathbf n').
\label{eq:kernel}
\end{equation}

\paragraph{Proof.} The kernel of $\hat P_l$ is the sum over $m$ of $Y_{lm}(\mathbf n)Y_{lm}^*(\mathbf n')$. By the addition theorem it equals $(2l+1)P_l(x)/(4\pi)$, which gives the first term. For the second, $\mathbf l=-i\,\mathbf r\times\nabla$ acts on the first argument, $\mathbf n=\mathbf r/r$. From $x=\mathbf r\cdot\mathbf n'/r$,
\begin{equation}
\nabla x=\frac{\mathbf n'}{r}-\frac{(\mathbf r\cdot\mathbf n')\,\mathbf r}{r^3}
=\frac{\mathbf n'-x\mathbf n}{r}.
\end{equation}
The part along $\mathbf n$ drops out of the cross product with $\mathbf r=r\mathbf n$, so
\begin{equation}
\mathbf l\,P_l(x)=-iP_l'(x)\,\mathbf r\times\nabla x
=-iP_l'(x)\,\mathbf n\times\mathbf n'.
\end{equation}
Taking the scalar product with $\mathbf s=\boldsymbol\sigma/2$ and collecting the factors gives
\begin{equation}
\frac{2(V_+-V_-)}{2l+1}\cdot\frac{2l+1}{4\pi}\cdot\frac{-i}{2}
=-\frac{i(V_+-V_-)}{4\pi},
\end{equation}
which is the coefficient in \eqref{eq:kernel}.

The spin-orbit kernel vanishes when $\mathbf n$ and $\mathbf n'$ are parallel or antiparallel. In general it contains $\sigma_x$ and $\sigma_y$, so evaluating one spin component at $\mathbf n$ requires both components at $\mathbf n'$. The average part requires one.

Take $l=1$, $r=1$ bohr, $\mathbf n$ along $x$ and $\mathbf n'$ along $y$. Then $P_1(0)=0$, $P_1'(0)=1$ and $\mathbf n\times\mathbf n'$ points along $z$. The average contributes nothing, and
\begin{equation}
K=-\frac{i(0.367879)}{4\pi}\,\sigma_z=-0.029275\,i\,\sigma_z\ \text{hartree}.
\end{equation}
The numerical check obtains the same matrix from an explicit sum over spherical harmonics.

\section{What the split does to energies}

The theorem concerns operators. Energies depend nonlinearly on the potential, so the level in $V_{\rm av}$ need not be the weighted mean of the two $j$ levels.

Consider one electron whose remaining Hamiltonian is spherical and spin-free. In the shell $l$, let $h_{\rm av}$ be the radial Hamiltonian containing $V_{\rm av}$, and put $\Delta V=V_+-V_-$. Multiplying the eigenvalues of Lemma 1 by $2/(2l+1)$ gives the two channel Hamiltonians
\begin{equation}
h_\pm=h_{\rm av}+\lambda_\pm\Delta V,\qquad
\lambda_+=\frac{l}{2l+1},\qquad
\lambda_-=-\frac{l+1}{2l+1}.
\end{equation}
Let $u_0$ be the normalized lowest bound state of $h_{\rm av}$, with energy $E_{\rm av}$, and let $E_\pm$ be the lowest levels of $h_\pm$. The weighted mean is
\begin{equation}
\bar E=w_+E_++w_-E_-,\qquad
w_+=\frac{l+1}{2l+1},\qquad w_-=\frac{l}{2l+1}.
\end{equation}

\paragraph{Proposition 3.} For the lowest levels, $\bar E\le E_{\rm av}$, whatever the size of $\Delta V$.

\paragraph{Proof.} Use $u_0$ as a trial function for both channels. With $D=\langle u_0|\Delta V|u_0\rangle$, the variational principle gives
\begin{equation}
E_\pm\le E_{\rm av}+\lambda_\pm D .
\end{equation}
Multiply by the positive weights $w_\pm$ and add. The terms in $D$ cancel, because
\begin{equation}
w_+\lambda_++w_-\lambda_-=\frac{(l+1)l-l(l+1)}{(2l+1)^2}=0 .
\end{equation}

\paragraph{Proposition 4.} To second order in $\Delta V$ at fixed $V_{\rm av}$,
\begin{align}
\bar E&=E_{\rm av}+\frac{l(l+1)}{(2l+1)^2}\,C,
\label{eq:mean}\\
E_+-E_-&=D-\frac{C}{2l+1},
\label{eq:splitting}
\end{align}
where the sum, which includes the continuum, runs over the other radial states $u_k$ of $h_{\rm av}$ with energies $E_k$:
\begin{equation}
C=\sum_{k\ne0}\frac{|\langle u_k|\Delta V|u_0\rangle|^2}{E_{\rm av}-E_k}.
\end{equation}

\paragraph{Proof.} Perturbation theory for a radial level, which is nondegenerate, gives $E_\pm=E_{\rm av}+\lambda_\pm D+\lambda_\pm^2C$ to this order. In the mean the linear term cancels as before, and
\begin{align}
w_+\lambda_+^2+w_-\lambda_-^2
&=\frac{(l+1)l^2+l(l+1)^2}{(2l+1)^3}\\
&=\frac{l(l+1)(2l+1)}{(2l+1)^3}=\frac{l(l+1)}{(2l+1)^2}.
\end{align}
For the splitting, $\lambda_+-\lambda_-=1$ and
\begin{equation}
\lambda_+^2-\lambda_-^2=\frac{l^2-(l+1)^2}{(2l+1)^2}
=-\frac{2l+1}{(2l+1)^2}=-\frac1{2l+1}.
\end{equation}

For the lowest level every denominator in $C$ is negative, so $C\le0$, in agreement with Proposition 3. For an excited level some denominators are positive, and the sign of $C$ is not fixed by this argument.

\paragraph{Levels of the model electron.} The radial problem was solved in a basis of sixteen Gaussian functions. The levels agree with a separate finite-difference calculation to within $5\times10^{-5}$ hartree. Further digits are given below so that the small differences can be followed. The lowest p levels are
\begin{align}
E_-&=-0.418209\ \text{hartree}\quad(j=1/2),\\
E_+&=-0.398465\ \text{hartree}\quad(j=3/2),\\
E_{\rm av}&=-0.404204\ \text{hartree}.
\end{align}
The weighted mean is
\begin{equation}
\bar E=\frac{-0.418209+2(-0.398465)}{3}=-0.405046\ \text{hartree},
\end{equation}
which lies $0.000842$ hartree below $E_{\rm av}$, on the side required by Proposition 3. With $C=-0.003524$ hartree, \eqref{eq:mean} predicts a shift of $\tfrac29C=-0.000783$ hartree. This is $7\%$ smaller in magnitude than the actual shift.

The splitting is $E_+-E_-=0.019744$ hartree, or $0.537$ eV. The first-order value $D=0.018321$ hartree is $7\%$ below it. Equation \eqref{eq:splitting} gives
\begin{equation}
0.018321+\frac{0.003524}{3}=0.019496\ \text{hartree},
\end{equation}
which reduces the error to $1.3\%$ of the splitting. What remains is of third and higher order in $\Delta V$.

The second-order correction has a simple origin. The $j=1/2$ channel is farther from the average than the $j=3/2$ channel, $|\lambda_-|=2/3$ against $\lambda_+=1/3$, so relaxation of the radial function lowers its energy more. To second order the lowering is $\lambda_\pm^2|C|$, since $C\le0$ for the lowest level. Here $D>0$, so $j=1/2$ is already the lower level and the gap widens; for $D<0$ the same term would narrow it.

\section{Range of validity}

With $V_\pm$ on the left, as in \eqref{eq:theorem}, the operator identity follows from Lemma 2 alone. Because real radial functions $V_\pm$ also commute with $\mathbf l$ and $\mathbf s$, the order of the factors is immaterial and the operator is Hermitian. The same is true if $V_\pm$ are Hermitian integral operators in $r$ that leave the angles and spin alone. The kernel \eqref{eq:kernel} would then need an additional radial integration. If $V_\pm$ depended on direction, they could not in general be moved past $\mathbf l\cdot\mathbf s$. The identity would still hold in the order written, but its two sides would in general not be Hermitian and could not serve as a potential.

For several electrons or several atoms, the identity applies to each electron and each centre, with $\mathbf l$ taken about that centre. The molecule need not be spherical, since the theorem uses the symmetry of the core potential alone. Propositions 3 and 4 are narrower: they describe one electron in a spherical field. They do not cover the total energies of interacting electrons, for which omitting the spin-orbit term must be judged by a calculation that includes it.

\section*{Computed results}
\begin{verbatim}
largest error, operator split, l=0..4: 1.1e-16
largest error, half spin trace, l=0..4: 5.6e-17
largest error, angular kernel, l=0..4: 1.2e-16
model: l = 1, Q = 2.0, b = 1.0 bohr^-2
model: B_minus = 2.0, B_plus = 3.0 hartree
B of average potential: 2.666667 hartree
radius r: 1.0 bohr
V_minus(r): -1.264241 hartree
V_plus(r): -0.896362 hartree
V_plus - V_minus at r: 0.367879 hartree
V_av(r): -1.018988 hartree
plain mean of V_plus, V_minus at r: -1.080301 hartree
factor of l.s at r: 0.245253 hartree
l.s eigenvalue, j=1/2: -1.0000
l.s eigenvalue, j=3/2: 0.5000
spin-orbit shift at r, j=1/2: -0.245253 hartree
spin-orbit shift at r, j=3/2: 0.122626 hartree
kernel at r, n=x, n'=y (hartree):
  up-up: -0.000000 -0.029275 i
  down-down: -0.000000 +0.029275 i
  largest spin-flip modulus: 0.000000
lowest p level, j=1/2: -0.418209 hartree
lowest p level, j=3/2: -0.398465 hartree
lowest p level, average potential E_av: -0.404204 hartree
weighted mean of j levels: -0.405046 hartree
weighted mean minus E_av: -0.000842 hartree
second-order estimate of that: -0.000783 hartree
first-order splitting D: 0.018321 hartree
second-order sum C: -0.003524 hartree
splitting to second order: 0.019496 hartree
splitting from the j levels: 0.019744 hartree
splitting from the j levels: 0.5373 eV
\end{verbatim}
